# Harmonic vibrational entropy differences from frequencies and force-constant determinants: test program

```python
"""
Result under test: for two stable harmonic configurations of the same atoms,
    S_final - S_initial = -k * change of sum(ln omega)
                        = (k/2) * ln(det Phi_initial / det Phi_final).
Phi: Cartesian force-constant matrix; omega: normal-mode frequencies, the
square roots of the eigenvalues of D = M^(-1/2) Phi M^(-1/2); M: masses.
With free translations, determinants are products of nonzero eigenvalues.
Hartree atomic units (hbar = 1); T denotes kT in hartree; entropy is in k.
"""
import itertools
import numpy as np
from scipy.special import xlogy
from scipy.constants import R, physical_constants

KELVIN = physical_constants["hartree-kelvin relationship"][0]
MASS = np.array([50000.0, 100000.0])      # species A, B
T_REF = 0.004


def dynamical(phi, masses):
    return phi / np.sqrt(np.outer(masses, masses))


def nonzero_eigenvalues(matrix, n_zero):
    values = np.linalg.eigvalsh(matrix)
    assert np.all(np.abs(values[:n_zero]) < 1e-11 * values[-1])
    assert values[n_zero] > 1e-5 * values[-1]
    return values[n_zero:]


def frequencies(phi, masses, n_zero=0):
    return np.sqrt(nonzero_eigenvalues(dynamical(phi, masses), n_zero))


def log_det(phi, n_zero=0):
    return np.log(nonzero_eigenvalues(phi, n_zero)).sum()


print(f"mass A, B: {MASS[0]:.0f}, {MASS[1]:.0f} m_e")
print(f"reference kT: {T_REF:.4f} hartree = {T_REF * KELVIN:.1f} K")

# --- Two atoms between walls: entropy by integration over phase space ---
WALL_LEFT, WALL_RIGHT = 0.02, 0.03


def phase_space_entropy(k_mid, masses, T, n=41):
    x = np.linspace(-7, 7, n) * np.sqrt(T / min(WALL_LEFT, WALL_RIGHT))
    p1, p2 = [np.linspace(-7, 7, n) * np.sqrt(m * T) for m in masses]
    x1, x2, q1, q2 = np.meshgrid(x, x, p1, p2, indexing="ij", sparse=True)
    energy = (0.5 * WALL_LEFT * x1**2 + 0.5 * WALL_RIGHT * x2**2
              + 0.5 * k_mid * (x1 - x2)**2
              + q1**2 / (2 * masses[0]) + q2**2 / (2 * masses[1]))
    cell = ((x[1] - x[0])**2 * (p1[1] - p1[0]) * (p2[1] - p2[0])
            / (2 * np.pi)**2)
    density = np.exp(-energy / T)
    density /= density.sum() * cell
    return -xlogy(density, density).sum() * cell


print(f"two atoms: wall springs {WALL_LEFT:.3f}, {WALL_RIGHT:.3f} hartree/bohr^2")
pair_S, pair_log, pair_det = [], [], []
for name, k_mid, masses in (("initial", 0.04, MASS), ("final", 0.01, MASS[::-1])):
    phi = np.array([[WALL_LEFT + k_mid, -k_mid],
                    [-k_mid, WALL_RIGHT + k_mid]])
    omega = frequencies(phi, masses)
    S_direct = phase_space_entropy(k_mid, masses, T_REF)
    assert abs(S_direct - np.sum(1 + np.log(T_REF / omega))) < 1e-7
    pair_S.append(S_direct)
    pair_log.append(np.log(omega).sum())
    pair_det.append(np.linalg.det(phi))
    print(f" {name}: middle spring {k_mid:.3f} hartree/bohr^2")
    print(f"  masses left, right: {masses[0]:.0f}, {masses[1]:.0f} m_e")
    print(f"  omega: {omega[0]:.6e}, {omega[1]:.6e} hartree")
    print(f"  det Phi: {pair_det[-1]:.6f} hartree^2/bohr^4")
    print(f"  S by phase-space integration: {S_direct:.6f} k")
pair_dS = pair_S[1] - pair_S[0]
pair_freq = -(pair_log[1] - pair_log[0])
pair_half = 0.5 * np.log(pair_det[0] / pair_det[1])
assert abs(pair_dS - pair_freq) < 1e-7
assert abs(pair_dS - pair_half) < 1e-7
print(f" change of S, integration: {pair_dS:.6f} k")
print(f" change of S, frequencies: {pair_freq:.6f} k")
print(f" change of S, determinants: {pair_half:.6f} k")

# --- Three atoms on a ring: configuration integral with free translation ---


def ring_entropy(springs, T, length=8.0, n=64):
    u = np.arange(n) * length / n
    grid = np.meshgrid(u, u, u, indexing="ij", sparse=True)
    energy = 0.0
    for i, k in enumerate(springs):
        d = grid[i] - grid[(i + 1) % 3]
        d = d - length * np.round(d / length)
        energy = energy + 0.5 * k * d**2
    cell = (length / n)**3
    density = np.exp(-energy / T)
    density /= density.sum() * cell
    return -xlogy(density, density).sum() * cell


def ring_phi(springs):
    phi = np.zeros((3, 3))
    for i, k in enumerate(springs):
        bond = np.zeros(3)
        bond[i], bond[(i + 1) % 3] = 1, -1
        phi += k * np.outer(bond, bond)
    return phi


ring_a, ring_b = (0.02, 0.03, 0.04), (0.02, 0.02, 0.03)
ring_direct = ring_entropy(ring_b, T_REF) - ring_entropy(ring_a, T_REF)
ring_formula = 0.5 * (log_det(ring_phi(ring_a), 1) - log_det(ring_phi(ring_b), 1))
assert abs(ring_direct - ring_formula) < 1e-7
print("ring springs initial:", *[f"{k:.3f}" for k in ring_a], "hartree/bohr^2")
print("ring springs final:", *[f"{k:.3f}" for k in ring_b], "hartree/bohr^2")
print(f"ring change of S, integration: {ring_direct:.6f} k")
print(f"ring change of S, determinants: {ring_formula:.6f} k")

# --- Periodic bcc alloy cell; coordinates in halves of the cubic edge ---
SITES = [s for s in itertools.product(range(4), repeat=3)
         if len({c % 2 for c in s}) == 1]
INDEX = {s: i for i, s in enumerate(SITES)}
N = len(SITES)
FIRST = [(1, b, c) for b in (1, -1) for c in (1, -1)]
SECOND = [(2, 0, 0), (0, 2, 0), (0, 0, 2)]
BONDS = [(i, INDEX[tuple((np.array(s) + o) % 4)], np.array(o, float), o in FIRST)
         for i, s in enumerate(SITES) for o in FIRST + SECOND]
B2 = np.array([s[0] % 2 for s in SITES])
B32 = np.array([((sum(s) - 3 * (s[0] % 2)) // 2) % 2 for s in SITES])
assert B2.sum() == B32.sum() == N // 2
K_SECOND = 0.01
STIFF_AB = (0.02, 0.04, 0.03)             # first-neighbour AA, AB, BB


def bond_springs(species, k_first):
    return np.array([k_first[species[i] + species[j]] if first else K_SECOND
                     for i, j, _, first in BONDS])


def cell_phi(species, k_first):
    phi = np.zeros((3 * N, 3 * N))
    for (i, j, o, _), k in zip(BONDS, bond_springs(species, k_first)):
        block = k * np.outer(o, o) / (o @ o)
        a, b = slice(3 * i, 3 * i + 3), slice(3 * j, 3 * j + 3)
        phi[a, a] += block
        phi[b, b] += block
        phi[a, b] -= block
        phi[b, a] -= block
    return phi


def bond_energy(u, springs, edge=6.0):
    u = u.reshape(N, 3)
    start = np.array([b[0] for b in BONDS])
    end = np.array([b[1] for b in BONDS])
    natural = np.array([b[2] for b in BONDS]) * edge / 2
    stretch = (np.linalg.norm(natural + u[end] - u[start], axis=1)
               - np.linalg.norm(natural, axis=1))
    return 0.5 * np.sum(springs * stretch**2)


rng = np.random.default_rng(4)
for species in (B2, B32):
    phi, springs = cell_phi(species, STIFF_AB), bond_springs(species, STIFF_AB)
    for _ in range(20):
        v = rng.normal(size=3 * N)
        h = 1e-3
        curvature = (bond_energy(h * v, springs) - 2 * bond_energy(0 * v, springs)
                     + bond_energy(-h * v, springs)) / h**2
        assert abs(curvature / (v @ phi @ v) - 1) < 1e-5


def compare(initial, final, k_first):
    """Entropy change from frequencies and from force constants alone."""
    sums, dets = [], []
    for species in (initial, final):
        phi = cell_phi(species, k_first)
        omega = frequencies(phi, np.repeat(MASS[species], 3), 3)
        sums.append(np.log(omega).sum())
        dets.append(log_det(phi, 3))
    return -(sums[1] - sums[0]), 0.5 * (dets[0] - dets[1])


print(f"bcc cell: {N} atoms, {3 * N - 3} vibrations")
print("first-neighbour springs AA, AB, BB:",
      *[f"{k:.3f}" for k in STIFF_AB], "hartree/bohr^2")
print(f"second-neighbour spring: {K_SECOND:.3f} hartree/bohr^2")
modes, traces = {}, {}
for name, species in (("B2", B2), ("B32", B32)):
    masses = np.repeat(MASS[species], 3)
    phi = cell_phi(species, STIFF_AB)
    omega = modes[name] = frequencies(phi, masses, 3)
    traces[name] = np.sum(np.diag(phi) / masses)
    mass_factor = 3 * np.log(masses.sum() / (3 * N)) - np.log(masses).sum()
    assert abs(2 * np.log(omega).sum() - log_det(phi, 3) - mass_factor) < 1e-8
    kinds = [species[i] + species[j] for i, j, _, first in BONDS if first]
    print(f" {name} first-neighbour bonds AA, AB, BB:",
          *[kinds.count(t) for t in range(3)])
    print(f" {name} omega min, max: {omega[0]:.4e}, {omega[-1]:.4e} hartree")
    print(f" {name} sum ln(omega/hartree): {np.log(omega).sum():.6f}")
    print(f" {name} ln pdet Phi (a.u.): {log_det(phi, 3):.6f}")

dS_freq, dS_det = compare(B2, B32, STIFF_AB)
assert abs(dS_freq - dS_det) < 1e-8 and dS_freq > 0
print(f"B2->B32 change of S, frequencies: {dS_freq:.6f} k per cell")
print(f"B2->B32 change of S, determinants: {dS_det:.6f} k per cell")
print(f" per atom: {dS_det / N:.6f} k = {dS_det / N * R:.4f} J/(mol K)")
print(f" -T dS at reference kT: {-T_REF * dS_det / N:.4e} hartree per atom")

# --- Quantum entropy from level populations, and its classical limit ---


def level_entropy(omega, T, n_levels=6000):
    p = np.exp(-np.outer(omega / T, np.arange(n_levels)))
    assert p[:, -1].max() < 1e-14
    p /= p.sum(axis=1, keepdims=True)
    return -xlogy(p, p).sum()


print("quantum change of S per atom, B2->B32:")
quantum = {}
for T in (0.0001, 0.0005, 0.001, 0.002, 0.004, 0.02):
    quantum[T] = level_entropy(modes["B32"], T) - level_entropy(modes["B2"], T)
    print(f" kT {T:.4f} hartree ({T * KELVIN:.1f} K): {quantum[T] / N:.6f} k")
assert abs(quantum[0.0001]) < 0.01 * dS_det
T_high = 0.02
correction = (traces["B32"] - traces["B2"]) / (24 * T_high**2)
actual = quantum[T_high] - dS_det
assert abs(actual / correction - 1) < 0.01
print(f"quantum minus classical at kT {T_high:.2f} hartree: {actual / N:.4e} k per atom")
print(f" leading correction from traces: {correction / N:.4e} k per atom")

# --- Controls: equal springs, softest AB bonds, changed composition ---
EQUAL, SOFT_AB = (0.03, 0.03, 0.03), (0.04, 0.02, 0.03)
equal_freq, equal_det = compare(B2, B32, EQUAL)
top = [frequencies(cell_phi(s, EQUAL), np.repeat(MASS[s], 3), 3)
       for s in (B2, B32)]
assert abs(equal_freq) < 1e-8 and abs(equal_det) < 1e-8
assert np.max(np.abs(top[0] - top[1])) > 1e-5
print(f"equal first-neighbour springs {EQUAL[0]:.3f} hartree/bohr^2:")
print(f" largest shift of a sorted omega: {np.max(np.abs(top[0] - top[1])):.4e} hartree")
print(f" change of S: {abs(equal_freq):.6f} k per cell")
soft_freq, soft_det = compare(B2, B32, SOFT_AB)
assert abs(soft_freq - soft_det) < 1e-8 and soft_freq < 0
print("soft AB: springs AA, AB, BB:", *[f"{k:.3f}" for k in SOFT_AB], "hartree/bohr^2")
print(f" change of S: {soft_det / N:.6f} k per atom")

substituted = B2.copy()
substituted[np.flatnonzero(B2 == 0)[0]] = 1
sub_freq, sub_det = compare(B2, substituted, STIFF_AB)
mass_term = (1.5 * np.log(MASS[1] / MASS[0])
             - 1.5 * np.log(MASS[substituted].sum() / MASS[B2].sum()))
assert abs(sub_freq - sub_det - mass_term) < 1e-8
assert abs(sub_freq - sub_det) > 0.1
print("one A replaced by B in B2, vibrations only:")
print(f" from frequencies: {sub_freq:.6f} k; from determinants: {sub_det:.6f} k")
print(f" missing mass term: {mass_term:.6f} k")

print("finished without a failed check")
```

Running it gives:

```
mass A, B: 50000, 100000 m_e
reference kT: 0.0040 hartree = 1263.1 K
two atoms: wall springs 0.020, 0.030 hartree/bohr^2
 initial: middle spring 0.040 hartree/bohr^2
  masses left, right: 50000, 100000 m_e
  omega: 5.757900e-04, 1.252384e-03 hartree
  det Phi: 0.002600 hartree^2/bohr^4
  S by phase-space integration: 5.099552 k
 final: middle spring 0.010 hartree/bohr^2
  masses left, right: 100000, 50000 m_e
  omega: 5.126128e-04, 9.150017e-04 hartree
  det Phi: 0.001100 hartree^2/bohr^4
  S by phase-space integration: 5.529653 k
 change of S, integration: 0.430101 k
 change of S, frequencies: 0.430101 k
 change of S, determinants: 0.430101 k
ring springs initial: 0.020 0.030 0.040 hartree/bohr^2
ring springs final: 0.020 0.020 0.030 hartree/bohr^2
ring change of S, integration: 0.242754 k
ring change of S, determinants: 0.242754 k
bcc cell: 16 atoms, 45 vibrations
first-neighbour springs AA, AB, BB: 0.020 0.040 0.030 hartree/bohr^2
second-neighbour spring: 0.010 hartree/bohr^2
 B2 first-neighbour bonds AA, AB, BB: 0 64 0
 B2 omega min, max: 7.2298e-04, 1.9691e-03 hartree
 B2 sum ln(omega/hartree): -298.907680
 B2 ln pdet Phi (a.u.): -95.506200
 B32 first-neighbour bonds AA, AB, BB: 16 32 16
 B32 omega min, max: 7.0907e-04, 1.7846e-03 hartree
 B32 sum ln(omega/hartree): -302.749509
 B32 ln pdet Phi (a.u.): -103.189859
B2->B32 change of S, frequencies: 3.841829 k per cell
B2->B32 change of S, determinants: 3.841829 k per cell
 per atom: 0.240114 k = 1.9964 J/(mol K)
 -T dS at reference kT: -9.6046e-04 hartree per atom
quantum change of S per atom, B2->B32:
 kT 0.0001 hartree (31.6 K): 0.000564 k
 kT 0.0005 hartree (157.9 K): 0.130393 k
 kT 0.0010 hartree (315.8 K): 0.203088 k
 kT 0.0020 hartree (631.6 K): 0.230011 k
 kT 0.0040 hartree (1263.1 K): 0.237530 k
 kT 0.0200 hartree (6315.5 K): 0.240010 k
quantum minus classical at kT 0.02 hartree: -1.0413e-04 k per atom
 leading correction from traces: -1.0417e-04 k per atom
equal first-neighbour springs 0.030 hartree/bohr^2:
 largest shift of a sorted omega: 1.4048e-04 hartree
 change of S: 0.000000 k per cell
soft AB: springs AA, AB, BB: 0.040 0.020 0.030 hartree/bohr^2
 change of S: -0.305769 k per atom
one A replaced by B in B2, vibrations only:
 from frequencies: 1.575275 k; from determinants: 0.596787 k
 missing mass term: 0.978488 k
finished without a failed check
```
